**Critical thickness of edge and 60-degree misfit dislocations**

At equal misfit $f$, Burgers length $b$ and logarithm $L=\ln(\alpha h/b)$, the critical thicknesses satisfy $h_{\rm edge}/h_{60}=2/(4-\nu)$, where $\nu$ is the Poisson ratio, $h$ the film thickness and $\alpha$ the core parameter. The program asserts that the bulk dislocation stresses follow from their displacements and that the added surface loads leave the surface free of traction within a stated tolerance. It compares the summed image forces with the derived line-energy coefficient, and the misfit stress with a numerical energy minimization. Critical thicknesses found by integrating the forces and locating the root must agree with the Lambert-function solution. For $\nu=0.3$ the equal-logarithm ratio is 0.54. With $f=1\%$, $b=0.40$ nm and $\alpha=4$ for both dislocations, the self-consistent thicknesses are 4.72 nm and 10.55 nm, a ratio of 0.45. The output also shows that this ratio changes noticeably with the misfit and with unequal core parameters.

## Verification by program

```python
# Result under test: at equal misfit f, Burgers length b and logarithm L,
#   h_edge / h_60 = 2 / (4 - nu),
# for equilibrium critical thicknesses of a biaxially strained film.
# Each thickness obeys
#   h = b (1 - nu cos^2 beta) L / (8 pi (1 + nu) f cos lambda),
#   L = ln(alpha h / b).
# nu: Poisson ratio, mu: shear modulus, alpha: core parameter,
# beta: angle of Burgers vector to line, lambda: angle to the in-plane
# direction across the line. Axes: z line, y outward normal, x across line.
# Lengths in nm, stresses in GPa; 1 GPa nm^2 = 1 nJ/m.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

b, nu, mu, f, alpha = 0.4, 0.3, 50.0, 0.01, 4.0
common_log = 4.0
h_window = 7.0

# ---------- crystal geometry of the two dislocations ----------
line = np.array([1, 1, 0]) / np.sqrt(2)
normal = np.array([0, 0, 1.0])
across = np.cross(normal, line)


def components(miller):
    v = np.array(miller, float)
    v /= np.linalg.norm(v)
    return np.array([v @ across, v @ normal, v @ line])


unit_b = {"edge": components([-1, 1, 0]), "60-degree": components([0, 1, 1])}
assert np.allclose(unit_b["edge"], [1, 0, 0])
assert np.allclose(unit_b["60-degree"], [0.5, 1 / np.sqrt(2), 0.5])


# ---------- bulk dislocation field, mu = 1 ----------
def bulk_stress(x, y, bv, nu):
    """Return sxx, syy, sxy, sxz, syz for Burgers vector bv."""
    r2 = x**2 + y**2
    d = 1 / (2 * np.pi * (1 - nu))
    bx, by, bz = bv
    sxx = d * (-bx * y * (3*x**2 + y**2) + by * x * (x**2 - y**2)) / r2**2
    syy = d * (bx * y * (x**2 - y**2) + by * x * (x**2 + 3*y**2)) / r2**2
    sxy = d * (bx * x + by * y) * (x**2 - y**2) / r2**2
    sxz = -bz * y / (2 * np.pi * r2)
    syz = bz * x / (2 * np.pi * r2)
    return np.array([sxx, syy, sxy, sxz, syz])


def edge_displacement(x, y, nu):
    r2 = x**2 + y**2
    ux = (np.arctan2(y, x) + x*y / (2*(1 - nu)*r2)) / (2*np.pi)
    uy = -((1 - 2*nu)*np.log(r2) + (x**2 - y**2)/r2) / (8*np.pi*(1 - nu))
    return np.array([ux, uy])


def displacement(x, y, bv, nu):
    ux, uy = edge_displacement(x, y, nu)
    vx, vy = edge_displacement(y, -x, nu)
    uz = np.arctan2(y, x) / (2*np.pi)
    return np.array([bv[0]*ux - bv[1]*vy, bv[0]*uy + bv[1]*vx, bv[2]*uz])


# Stress must follow from the displacement by Hooke's law.
lame = 2 * nu / (1 - 2 * nu)
step = 1e-5
for bv in np.eye(3):
    for x, y in [(0.8, 0.5), (0.4, -1.1)]:
        gx = (displacement(x + step, y, bv, nu)
              - displacement(x - step, y, bv, nu)) / (2*step)
        gy = (displacement(x, y + step, bv, nu)
              - displacement(x, y - step, bv, nu)) / (2*step)
        tr = gx[0] + gy[1]
        hooke = [lame*tr + 2*gx[0], lame*tr + 2*gy[1],
                 gx[1] + gy[0], gx[2], gy[2]]
        assert np.allclose(hooke, bulk_stress(x, y, bv, nu), atol=1e-8)


# The displacement gained around a closed circuit must be the Burgers vector.
def circuit_gain(bv):
    t = np.linspace(0, 2*np.pi, 4001)
    u = np.array([displacement(np.cos(a), np.sin(a), bv, nu) for a in t])
    jumps = np.diff(u, axis=0)
    smooth = np.max(np.abs(jumps), axis=1) < 0.1
    return jumps[smooth].sum(axis=0)


for bv in np.eye(3):
    assert np.allclose(circuit_gain(bv), bv, atol=2e-3)


# ---------- free surface at y = h, dislocation at the origin ----------
def image_stress(px, py, bv, h, nu, n=400):
    """Stress of line loads that cancel the bulk traction on the surface."""
    theta = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    xs = h * np.tan(theta)
    weight = h / np.cos(theta)**2 * np.pi / n
    s = bulk_stress(xs, h, bv, nu)
    load_x, load_y, load_z = -s[2], -s[1], -s[4]
    rx, ry = px - xs, py - h
    r2 = rx**2 + ry**2
    k = -2 / np.pi * (load_x*rx + load_y*ry) / r2**2 * weight
    q = -load_z / (np.pi * r2) * weight
    return np.array([np.sum(k*rx*rx), np.sum(k*ry*ry), np.sum(k*rx*ry),
                     np.sum(q*rx), np.sum(q*ry)])


# The corrected field must leave the surface free of traction.
for bv in np.eye(3):
    for x in (0.7, -0.3):
        y = 1 - 0.002
        total = (bulk_stress(x, y, bv, nu)
                 + image_stress(x, y, bv, 1.0, nu, 20000))
        assert np.max(np.abs(total[[1, 2, 4]])) < 5e-3  # finite depth 0.002


def image_force(bv, h, nu):
    """Upward Peach-Koehler force per length, mu = 1."""
    s = image_stress(0.0, 0.0, bv, h, nu)
    return -(bv[0]*s[0] + bv[1]*s[2] + bv[2]*s[3])


def line_coefficient(ub, nu):
    """K / (mu b^2) from the derived formula."""
    return (1 - nu * ub[2]**2) / (4 * np.pi * (1 - nu))


rng = np.random.default_rng(1)
trial = [v / np.linalg.norm(v) for v in rng.normal(size=(4, 3))]
for ub in list(unit_b.values()) + list(np.eye(3)) + trial:
    for h in (0.6, 3.0):
        assert np.isclose(image_force(ub, h, nu)*h,
                          line_coefficient(ub, nu), rtol=1e-8)


# ---------- misfit stress from minimized elastic energy, mu = 1 ----------
def film_energy(e1, e2, nu):
    lam = 2 * nu / (1 - 2 * nu)

    def density(e3):
        return lam/2*(e1 + e2 + e3)**2 + e1**2 + e2**2 + e3**2

    return minimize_scalar(density).fun


for e1, e2 in [(1.0, 1.0), (0.6, 1.0)]:
    assert np.isclose(film_energy(e1, e2, nu),
                      (e1**2 + e2**2 + 2*nu*e1*e2)/(1 - nu), rtol=1e-8)
stress_per_misfit = (film_energy(1.1, 1, nu) - film_energy(0.9, 1, nu)) / 0.2
modulus = 2 * (1 + nu) / (1 - nu)
assert np.isclose(stress_per_misfit, modulus, rtol=1e-7)


# ---------- critical thickness ----------
def slope_length(ub, misfit):
    """Critical thickness divided by its logarithm, derived formula."""
    return b*(1 - nu*ub[2]**2) / (8*np.pi*(1 + nu)*misfit*ub[0])


def critical(ub, misfit, core):
    c = core * slope_length(ub, misfit) / b
    assert c > np.e
    return -b / core * c * lambertw(-1/c, -1).real


def critical_from_forces(ub, misfit, core):
    """Root of integrated image force minus released misfit energy."""
    def net(h):
        w = quad(lambda d: image_force(b*ub, d, nu), b/core, h)[0]
        return w - stress_per_misfit*misfit*h*b*ub[0]
    top = (image_force(b*ub, 1.0, nu)
           / (stress_per_misfit*misfit*b*ub[0]))
    assert net(top) > 0 > net(20*top)
    return brentq(net, top, 20*top, xtol=1e-10)


misfits = [0.005, 0.01, 0.02]
for misfit in misfits:
    for ub in unit_b.values():
        assert np.isclose(critical(ub, misfit, alpha),
                          critical_from_forces(ub, misfit, alpha), rtol=1e-6)


# Equal-logarithm ratio from image forces, over Poisson ratios.
def ratio_from_forces(p):
    e, s = unit_b["edge"], unit_b["60-degree"]
    return (image_force(e, 1.0, p)/e[0]) / (image_force(s, 1.0, p)/s[0])


poisson = [0.0, 0.1, 0.2, 0.3, 0.4, 0.5]
ratios = [ratio_from_forces(p) for p in poisson]
for p, r in zip(poisson, ratios):
    assert np.isclose(r, 2 / (4 - p), rtol=1e-8)

edge, sixty = unit_b["edge"], unit_b["60-degree"]
own = {m: (critical(edge, m, alpha), critical(sixty, m, alpha))
       for m in misfits + [0.0001]}
own_ratio = {m: v[0]/v[1] for m, v in own.items()}
assert (own_ratio[0.02] < own_ratio[0.01] < own_ratio[0.005]
        < own_ratio[0.0001] < 2/(4 - nu))


# ---------- glide force of the misfit stress ----------
def glide_factor(ub):
    """Force along the glide direction divided by stress times b."""
    biaxial = np.diag([1.0, 0.0, 1.0])
    force = np.cross(biaxial @ ub, [0, 0, 1])
    direction = np.array([ub[0], ub[1], 0])
    return abs(force @ direction) / np.linalg.norm(direction)


assert glide_factor(edge) < 1e-12
assert np.isclose(glide_factor(sixty), 1/np.sqrt(6))

# ---------- worked example ----------
print(f"Burgers length b = {b:.2f} nm, Poisson ratio nu = {nu:.2f}")
print(f"shear modulus mu = {mu:.1f} GPa, misfit f = {100*f:.2f} %")
print(f"core parameter alpha = {alpha:.1f}, common L = {common_log:.1f}")
print(f"biaxial modulus M = {mu*modulus:.2f} GPa")
print(f"misfit stress M f = {mu*modulus*f:.4f} GPa")
for name, ub in unit_b.items():
    a = slope_length(ub, f)
    h = critical(ub, f, alpha)
    print(f"{name}: b_x/b, b_y/b, b_z/b = "
          f"{ub[0]:.4f}, {ub[1]:.4f}, {ub[2]:.4f}")
    print(f"{name}: K = {mu*b*b*line_coefficient(ub, nu):.4f} nJ/m")
    print(f"{name}: h_c/L = {a:.4f} nm")
    print(f"{name}: h_c at common L = {a*common_log:.3f} nm")
    print(f"{name}: c = {alpha*a/b:.3f}")
    print(f"{name}: self-consistent h_c = {h:.3f} nm = {10*h:.2f} angstrom")
    print(f"{name}: own logarithm = {np.log(alpha*h/b):.4f}")
    print(f"{name}: glide factor = {glide_factor(ub):.4f}")
print(f"ratio edge/60 at equal L = {ratio_from_forces(nu):.4f}")
for p, r in zip(poisson, ratios):
    print(f"equal-L ratio from image forces, nu = {p:.1f}: {r:.4f}")
for m, (he, hs) in own.items():
    print(f"f = {100*m:.2f} %: h_edge = {he:.3f} nm, "
          f"h_60 = {hs:.3f} nm, ratio = {he/hs:.4f}")
for core in (2.0, 8.0):
    r = critical(edge, f, core) / critical(sixty, f, alpha)
    print(f"edge alpha = {core:.1f}, 60-degree alpha = {alpha:.1f}: "
          f"ratio = {r:.4f}")
net_energy = {}
for name, ub in unit_b.items():
    cost = mu*b*b*line_coefficient(ub, nu)*np.log(alpha*h_window/b)
    gain = mu*modulus*f*h_window*b*ub[0]
    net_energy[name] = cost - gain
    print(f"{name} at h = {h_window:.1f} nm: cost = {cost:.4f}, "
          f"gain = {gain:.4f}, net = {cost - gain:.4f} nJ/m")
assert net_energy["edge"] < 0 < net_energy["60-degree"]
print("success")
```

It prints:

```
Burgers length b = 0.40 nm, Poisson ratio nu = 0.30
shear modulus mu = 50.0 GPa, misfit f = 1.00 %
core parameter alpha = 4.0, common L = 4.0
biaxial modulus M = 185.71 GPa
misfit stress M f = 1.8571 GPa
edge: b_x/b, b_y/b, b_z/b = 1.0000, 0.0000, 0.0000
edge: K = 0.9095 nJ/m
edge: h_c/L = 1.2243 nm
edge: h_c at common L = 4.897 nm
edge: c = 12.243
edge: self-consistent h_c = 4.718 nm = 47.18 angstrom
edge: own logarithm = 3.8541
edge: glide factor = 0.0000
60-degree: b_x/b, b_y/b, b_z/b = 0.5000, 0.7071, 0.5000
60-degree: K = 0.8412 nJ/m
60-degree: h_c/L = 2.2649 nm
60-degree: h_c at common L = 9.060 nm
60-degree: c = 22.649
60-degree: self-consistent h_c = 10.552 nm = 105.52 angstrom
60-degree: own logarithm = 4.6589
60-degree: glide factor = 0.4082
ratio edge/60 at equal L = 0.5405
equal-L ratio from image forces, nu = 0.0: 0.5000
equal-L ratio from image forces, nu = 0.1: 0.5128
equal-L ratio from image forces, nu = 0.2: 0.5263
equal-L ratio from image forces, nu = 0.3: 0.5405
equal-L ratio from image forces, nu = 0.4: 0.5556
equal-L ratio from image forces, nu = 0.5: 0.5714
f = 0.50 %: h_edge = 11.650 nm, h_60 = 25.014 nm, ratio = 0.4657
f = 1.00 %: h_edge = 4.718 nm, h_60 = 10.552 nm, ratio = 0.4472
f = 2.00 %: h_edge = 1.753 nm, h_60 = 4.245 nm, ratio = 0.4130
f = 0.01 %: h_edge = 1144.071 nm, h_60 = 2271.910 nm, ratio = 0.5036
edge alpha = 2.0, 60-degree alpha = 4.0: ratio = 0.3323
edge alpha = 8.0, 60-degree alpha = 4.0: ratio = 0.5520
edge at h = 7.0 nm: cost = 3.8638, gain = 5.2000, net = -1.3362 nJ/m
60-degree at h = 7.0 nm: cost = 3.5740, gain = 2.6000, net = 0.9740 nJ/m
success
```
